# The Frumkin Isotherm from a Mean-Field Lattice Gas, and Bistable Inhibitor Coverage: a program that tests the result

```python
"""Frumkin adsorption from a mean-field lattice gas.

Result under test: K*c/c0 = theta/(1-theta)*exp(-g*theta), and two locally
stable coverages require g > 4 and a concentration between the spinodals.
theta: inhibitor coverage; c: concentration; c0 = 1 mol/L;
K: adsorption constant of an isolated inhibitor; x = ln(K*c/c0);
z: neighbours per site; w: exchange pair energy (negative = attraction);
g = -z*w/(R*T); omega: grand potential per site divided by R*T.
"""
import numpy as np
from scipy.constants import R
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, logsumexp


def isotherm_x(theta, g):
    return np.log(theta / (1 - theta)) - g * theta


def omega(theta, g, x):
    return (theta * np.log(theta) + (1 - theta) * np.log(1 - theta)
            - g * theta**2 / 2 - x * theta)


def coverages(g, x):
    grid = np.linspace(1e-7, 1 - 1e-7, 4002)
    values = isotherm_x(grid, g) - x
    places = np.where(values[:-1] * values[1:] < 0)[0]
    return [brentq(lambda t: isotherm_x(t, g) - x, grid[i], grid[i + 1],
                   xtol=1e-13) for i in places]


# Model parameters, energies in kJ/mol
T = 298.15
z = 4
w = -5.0
dG = -20.0
c_sample = 6e-6
RT = R * T / 1000
g = -z * w / RT
K = np.exp(-dG / RT)
x_sample = np.log(K * c_sample)

# Explicit configurations of a periodic 4 by 4 square lattice
side = 4
sites = side**2
pairs = []
for row in range(side):
    for col in range(side):
        here = row * side + col
        pairs.append((here, row * side + (col + 1) % side))
        pairs.append((here, ((row + 1) % side) * side + col))
states = ((np.arange(2**sites)[:, None] >> np.arange(sites)) & 1).astype(float)
number = states.sum(axis=1)
occupied_pairs = sum(states[:, i] * states[:, j] for i, j in pairs)

# Inhibitor-water pair energies reduce to one exchange energy
w_ii, w_iw, w_ww = -3.1, -0.7, -1.9
full_energy = np.zeros(len(states))
for i, j in pairs:
    a, b = states[:, i], states[:, j]
    full_energy += (w_ii * a * b + w_iw * (a * (1 - b) + b * (1 - a))
                    + w_ww * (1 - a) * (1 - b))
reduced_energy = (z * sites / 2 * w_ww + z * (w_iw - w_ww) * number
                  + (w_ii + w_ww - 2 * w_iw) * occupied_pairs)
assert np.allclose(full_energy, reduced_energy, atol=1e-10)

# Mean pair energy for independent site occupations
for theta in (0.2, 0.63):
    probability = theta**number * (1 - theta)**(sites - number)
    mean_energy = np.sum(probability * w * occupied_pairs) / sites
    assert abs(mean_energy - z * w * theta**2 / 2) < 1e-10

# Mean-field grand potential bounds the explicitly summed one from above
theta_grid = np.linspace(1e-6, 1 - 1e-6, 20001)
for x in (-6.0, -g / 2, -2.0):
    exact_omega = -logsumexp(x * number - w / RT * occupied_pairs) / sites
    bound_omega = omega(theta_grid, g, x).min()
    assert exact_omega < bound_omega
    if x == -g / 2:
        omega_exact_mid, omega_bound_mid = exact_omega, bound_omega

# All-pairs lattice gas, summed exactly over the number of inhibitors
M = 4000
N = np.arange(M + 1)
log_binomial = gammaln(M + 1) - gammaln(N + 1) - gammaln(M - N + 1)
g_test, x_test = 2.0, -0.5
log_weight = log_binomial + x_test * N + g_test * N * (N - 1) / (2 * M)
theta_sum = np.sum(N * np.exp(log_weight - logsumexp(log_weight))) / M
theta_frumkin = coverages(g_test, x_test)[0]
assert abs(theta_sum - theta_frumkin) < 1e-3  # finite M gives O(1/M)


def peak_count(strength):
    # Linear term chosen so that N and M-N have equal weight
    lw = log_binomial + strength * N**2 / (2 * M) - strength * N / 2
    return np.sum((lw[1:-1] > lw[:-2]) & (lw[1:-1] > lw[2:]))


low, high = 3.0, 5.0
assert peak_count(low) == 1 and peak_count(high) == 2
for _ in range(30):
    middle = (low + high) / 2
    if peak_count(middle) >= 2:
        high = middle
    else:
        low = middle
g_critical_sum = (low + high) / 2
assert abs(g_critical_sum - 4) < 0.01  # finite M and rounding near flat top

# Spinodals: closed formulas against numerical turning points
s = np.sqrt(1 - 4 / g)
theta_low, theta_high = (1 - s) / 2, (1 + s) / 2
h = g * s / 2 - np.log((1 + s) / (1 - s))
c_eq = np.exp(-g / 2) / K
c_fill, c_empty = c_eq * np.exp(h), c_eq * np.exp(-h)
top = minimize_scalar(lambda t: -isotherm_x(t, g), bounds=(0.001, 0.5),
                      method="bounded", options={"xatol": 1e-9})
bottom = minimize_scalar(lambda t: isotherm_x(t, g), bounds=(0.5, 0.999),
                         method="bounded", options={"xatol": 1e-9})
assert abs(top.x - theta_low) < 1e-5
assert abs(bottom.x - theta_high) < 1e-5
assert abs(np.exp(-top.fun) / K / c_fill - 1) < 1e-8
assert abs(np.exp(bottom.fun) / K / c_empty - 1) < 1e-8
for c, expected in ((0.98 * c_empty, 1), (1.02 * c_empty, 3),
                    (0.98 * c_fill, 3), (1.02 * c_fill, 1)):
    assert len(coverages(g, np.log(K * c))) == expected
for x in np.linspace(-4, 0, 41):
    assert len(coverages(3.9, x)) == 1


# Coexistence: equal depths of two numerically located minima
def minimum(x, left, right):
    return minimize_scalar(lambda t: omega(t, g, x), bounds=(left, right),
                           method="bounded", options={"xatol": 1e-10})


def depth_difference(x):
    return (minimum(x, 1e-9, top.x).fun
            - minimum(x, bottom.x, 1 - 1e-9).fun)


x_equal = brentq(depth_difference, bottom.fun + 0.05, -top.fun - 0.05)
assert abs(x_equal + g / 2) < 1e-7
coexisting = coverages(g, -g / 2)
theta_dilute, theta_dense = coexisting[0], coexisting[-1]
assert abs(minimum(x_equal, 1e-9, top.x).x - theta_dilute) < 1e-5
assert abs(minimum(x_equal, bottom.x, 1 - 1e-9).x - theta_dense) < 1e-5

# Adsorption kinetics from different starting surfaces
roots = coverages(g, x_sample)
assert len(roots) == 3


def rate(time, theta):
    return K * c_sample * (1 - theta) - theta * np.exp(-g * theta)


def final_coverage(start):
    run = solve_ivp(rate, (0, 20000), [start], method="LSODA",
                    rtol=1e-9, atol=1e-11)
    assert run.success
    return run.y[0, -1]


from_bare, from_full = final_coverage(0.0), final_coverage(1.0)
assert abs(from_bare - roots[0]) < 1e-5
assert abs(from_full - roots[2]) < 1e-5
assert abs(final_coverage(roots[1] - 0.01) - roots[0]) < 1e-5
assert abs(final_coverage(roots[1] + 0.01) - roots[2]) < 1e-5


# Nearest-neighbour square lattice: correlation lengths of periodic strips
def scaled_gap(attraction, width):
    rows = (np.arange(2**width)[:, None] >> np.arange(width)) & 1
    within = np.sum(rows != np.roll(rows, 1, axis=1), axis=1)
    between = np.sum(rows[:, None, :] != rows[None, :, :], axis=2)
    # At the symmetric concentration each unlike pair costs attraction/2
    exponent = between + (within[:, None] + within[None, :]) / 2
    eigenvalues = np.linalg.eigvalsh(np.exp(-attraction / 2 * exponent))
    return width * np.log(eigenvalues[-1] / eigenvalues[-2])


strip_critical = brentq(lambda b: scaled_gap(b, 7) - scaled_gap(b, 8),
                        1.4, 2.2, xtol=1e-8)
g_strip = z * strip_critical
g_self_dual = 8 * np.log(1 + np.sqrt(2))
assert abs(g_strip - g_self_dual) < 0.05  # finite strip widths
assert g > g_self_dual > 4

micro = 1e6
print(f"Temperature: {T:.2f} K")
print(f"Thermal energy RT: {RT:.4f} kJ/mol")
print(f"Neighbours per site z: {z}")
print(f"Exchange pair energy w: {w:.1f} kJ/mol")
print(f"Isolated adsorption free energy: {dG:.1f} kJ/mol")
print(f"Adsorption constant K: {K:.1f} (dimensionless)")
print(f"Interaction strength g: {g:.4f} (dimensionless)")
print(f"Critical pair energy, mean field: {-4 * RT / z:.4f} kJ/mol")
print(f"All-pairs model, number of sites: {M}")
print(f"All-pairs test, g and x: {g_test:.1f}, {x_test:.1f} (dimensionless)")
print(f"Coverage from exact all-pairs sum: {theta_sum:.5f}")
print(f"Coverage from Frumkin isotherm: {theta_frumkin:.5f}")
print(f"Critical g from all-pairs sum: {g_critical_sum:.4f}")
print(f"4x4 lattice omega at x=-g/2, exact: {omega_exact_mid:.5f} RT/site")
print(f"Mean-field omega at x=-g/2: {omega_bound_mid:.5f} RT/site")
print(f"Spinodal parameter s: {s:.5f} (dimensionless)")
print(f"Spinodal parameter h: {h:.5f} (dimensionless)")
print(f"Lower spinodal coverage: {theta_low:.5f}")
print(f"Upper spinodal coverage: {theta_high:.5f}")
print(f"Concentration where dense branch ends: {c_empty * micro:.3f} umol/L")
print(f"Coexistence concentration: {c_eq * micro:.3f} umol/L")
print(f"Concentration where dilute branch ends: {c_fill * micro:.3f} umol/L")
print(f"Ratio of spinodal concentrations: {c_fill / c_empty:.3f}")
print(f"Coexisting dilute coverage: {theta_dilute:.5f}")
print(f"Coexisting dense coverage: {theta_dense:.5f}")
print(f"Chosen concentration: {c_sample * micro:.3f} umol/L")
print(f"Value of x at chosen concentration: {x_sample:.5f}")
for name, theta in zip(("low", "middle", "high"), roots):
    print(f"Coverage, {name} root: {theta:.5f}")
    print(f"  omega at {name} root: {omega(theta, g, x_sample):.5f} RT/site")
print(f"Final coverage from bare surface: {from_bare:.5f}")
print(f"Final coverage from full surface: {from_full:.5f}")
print(f"Uncovered fraction ratio, low/high: {(1-roots[0])/(1-roots[2]):.2f}")
print(f"Square-lattice critical g, strips 7 and 8: {g_strip:.4f}")
print(f"Square-lattice critical g, self-dual value: {g_self_dual:.4f}")
print("checks complete")
```

Printed output:

```
Temperature: 298.15 K
Thermal energy RT: 2.4790 kJ/mol
Neighbours per site z: 4
Exchange pair energy w: -5.0 kJ/mol
Isolated adsorption free energy: -20.0 kJ/mol
Adsorption constant K: 3190.4 (dimensionless)
Interaction strength g: 8.0679 (dimensionless)
Critical pair energy, mean field: -2.4790 kJ/mol
All-pairs model, number of sites: 4000
All-pairs test, g and x: 2.0, -0.5 (dimensionless)
Coverage from exact all-pairs sum: 0.71834
Coverage from Frumkin isotherm: 0.71849
Critical g from all-pairs sum: 3.9990
4x4 lattice omega at x=-g/2, exact: -0.06807 RT/site
Mean-field omega at x=-g/2: -0.01898 RT/site
Spinodal parameter s: 0.71008 (dimensionless)
Spinodal parameter h: 1.08974 (dimensionless)
Lower spinodal coverage: 0.14496
Upper spinodal coverage: 0.85504
Concentration where dense branch ends: 1.866 umol/L
Coexistence concentration: 5.549 umol/L
Concentration where dilute branch ends: 16.500 umol/L
Ratio of spinodal concentrations: 8.842
Coexisting dilute coverage: 0.02045
Coexisting dense coverage: 0.97955
Chosen concentration: 6.000 umol/L
Value of x at chosen concentration: -3.95584
Coverage, low root: 0.02242
  omega at low root: -0.02065 RT/site
Coverage, middle root: 0.48079
  omega at middle root: 0.27704 RT/site
Coverage, high root: 0.98132
  omega at high root: -0.09556 RT/site
Final coverage from bare surface: 0.02242
Final coverage from full surface: 0.98132
Uncovered fraction ratio, low/high: 52.33
Square-lattice critical g, strips 7 and 8: 7.0373
Square-lattice critical g, self-dual value: 7.0510
checks complete
```
